# The Teter-Payne-Allan preconditioner: flat start, inverse tail, and what it equalizes, part 1

(Sections cited here and not found follow in the second part.)

## First half: where the function comes from

**Q.** I am told that the Teter-Payne-Allan preconditioner "equalizes the errors" of high-energy plane waves. An eigensolver already has a residual that says how wrong each plane-wave coefficient is. Why alter it?

**A.** The residual does not measure each error on the same scale. Take one band at fixed potential, with Hamiltonian $H=T+V$ and a normalized trial state $\psi$. A plane wave $\mathbf G$ has kinetic energy $T_G=\hbar^2|\mathbf k+\mathbf G|^2/2m$. Define

$$\varepsilon=\langle\psi|H|\psi\rangle,\qquad r=(H-\varepsilon)\psi .$$

Near the wanted eigenstate $\psi_0$, with eigenvalue $\varepsilon_0$, write $\psi=\psi_0+\delta$, where $\delta$ is small and orthogonal to $\psi_0$. Normalizing $\psi$ changes only second-order terms. The energy error is also of second order, because the terms linear in $\delta$ contain $\langle\delta|H|\psi_0\rangle=\varepsilon_0\langle\delta|\psi_0\rangle=0$. Therefore

$$r=(H-\varepsilon_0)\psi_0+(H-\varepsilon_0)\delta+O(\delta^2)=(H-\varepsilon_0)\delta+O(\delta^2),$$

since the first term vanishes. The residual is the error multiplied by an operator, and that operator contains the kinetic energy.

**Q.** Then show me the factor for one plane wave.

**A.** For a local potential, let $V_0$ be its cell average and $V_{\mathbf G-\mathbf G'}$ its other Fourier coefficients. To leading order $\varepsilon_0$ may be replaced by $\varepsilon$, and

$$r_G=(T_G+V_0-\varepsilon)\,\delta_G+\sum_{\mathbf G'\ne\mathbf G}V_{\mathbf G-\mathbf G'}\,\delta_{G'} .$$

At high $T_G$ the first term grows with the kinetic energy. Two equal errors, one at 100 eV and one at 800 eV, thus give residuals that differ by a large factor. A step along $-r$ short enough not to overshoot the high waves is too short for the low ones.

**Q.** You are about to drop the sum. Is that allowed?

**A.** It is allowed when the sum is small against $T_G\delta_G$. That holds if $T_G$ is large compared with the potential and the error at $\mathbf G$ is not tiny compared with the errors coupled to it. If the low waves carry a much larger error, their coupling can dominate $r_G$, and the residual at high $\mathbf G$ then reports mostly on the low waves. The diagonal argument motivates the preconditioner. Whether it works with the full Hamiltonian has to be judged from the spectrum of the complete preconditioned operator, with the sum included.

**Q.** If the diagonal is what matters, divide by $T_G+V_0-\varepsilon$ and be done.

**A.** At high energy that is the right idea. At low energy it can fail. Separate the band energy into kinetic and potential parts,

$$\varepsilon=T_b+V_b,\qquad T_b=\langle\psi|T|\psi\rangle,\quad V_b=\langle\psi|V|\psi\rangle,$$

and measure the kinetic energy in units of $T_b$, assumed positive, by $x=T_G/T_b$. Then

$$T_G+V_0-\varepsilon=T_G-T_b+V_0-V_b=T_b(x-1)+(V_0-V_b).$$

In a weak potential, a state built mainly from one plane wave of nonzero kinetic energy has $|V_0-V_b|\ll T_b$, so the diagonal nearly vanishes at $x=1$ and its inverse becomes very large. For a higher band there are also waves with $x<1$, where the diagonal is negative and the inverse changes sign. The converged lowest band has no negative diagonal element, because $H-\varepsilon$ is non-negative for it. At the zone centre, second-order perturbation theory in a weak potential gives $V_0-V_b\approx2T_b$, so the diagonal is about $T_b(x+1)$ and has no zero. A usable preconditioner $K$ should be positive. To see why, change $\psi$ by $-\alpha Kr$ with a small $\alpha>0$. The first-order change of the energy is

$$2\,\mathrm{Re}\,\langle-\alpha Kr|(H-\varepsilon)\psi\rangle=-2\alpha\langle r|K|r\rangle ,$$

where $-\varepsilon$ accounts for the normalization. For positive $K$ this is negative whenever $r\neq0$, so the step goes downhill.

**Q.** What do you require instead?

**A.** Two things. At small $x$, where the potential mixes the waves strongly and the diagonal is a poor guide, leave the residual nearly alone: $K(0)=1$ with the first three derivatives in $x$ equal to zero. At large $x$, make $K$ proportional to $1/(x-1)$, the inverse of the kinetic part of the diagonal. I take

$$\frac1K=2(x-1)+O(x^{-3}).$$

The factor 2 is a choice of scale, and the power of the correction states how closely the tail is to be followed. I look for a ratio of polynomials with numerator $N$ of degree at most 3 and denominator $D$ of degree at most 4, with $D(0)\ne0$.

**Q.** There must be many such ratios.

**A.** There is one. The condition at zero says $K-1=O(x^4)$. Multiplying by $D$ gives $N-D=O(x^4)$. Neither polynomial has a degree above 4, so their difference can contain only the fourth power:

$$D=N+cx^4,\qquad K=\frac{P}{P+cx^4},\qquad P=p_0+p_1x+p_2x^2+p_3x^3 .$$

Here $N$ has been renamed $P$. The inverse is $1/K=1+cx^4/P$, so the condition on the tail becomes

$$\frac{cx^4}{P}=2x-3+O(x^{-3}).$$

Multiply by $P$, which grows as $x^3$. The correction becomes a constant at most:

$$cx^4=P\,(2x-3)+O(1).$$

The coefficients of $x^4$, $x^3$, $x^2$ and $x$ must agree on the two sides:

$$2p_3=c,\quad 2p_2-3p_3=0,\quad 2p_1-3p_2=0,\quad 2p_0-3p_1=0 .$$

A common factor in $P$ and $c$ cancels in $K$, so set $p_3=8$. Then $c=16$, $p_2=12$, $p_1=18$ and $p_0=27$, and

$$K(x)=\frac{27+18x+12x^2+8x^3}{27+18x+12x^2+8x^3+16x^4}.$$

**Q.** The odd-looking integers are just powers of 2 and 3, then. Does the result have both properties, or have you only arranged for it to look so?

**A.** Start with small $x$. Subtracting from one,

$$1-K=\frac{16x^4}{P+16x^4}=\frac{16}{27}x^4+O(x^5).$$

There is no linear, quadratic or cubic term, so those three derivatives vanish. The fourth derivative at zero is $-24\cdot16/27=-128/9$.

For large $x$, multiply out the product that fixed the coefficients:

$$P(2x-3)=16x^4+(24-24)x^3+(36-36)x^2+(54-54)x-81 .$$

Hence $16x^4=P(2x-3)+81$. Dividing by $P$ and adding one gives an identity that holds at every $x\ge0$:

$$\frac1K=1+\frac{16x^4}{P}=2(x-1)+\frac{81}{P(x)} .$$

The last term tends to $81/(8x^3)$. So $K\to1/[2(x-1)]$, and since $1/(x-1)=1/x+1/x^2+\dots$,

$$K=\frac1{2x}\left(1+\frac1x+\dots\right)\to\frac1{2x}.$$

**Q.** How large must "large" be?

**A.** That depends on which tail you compare with. At $x=10$ the function is 0.05553. The form $1/(2x)$ gives 0.05000, which is 10% below $K$, while $1/[2(x-1)]$ gives 0.05556. At $x=5$ the three numbers are 0.12411, 0.10000 and 0.12500. The shifted tail is thus good to better than 1% from about $x=5$, whereas the simple tail approaches $K$ with a relative difference of order $1/x$.

At the other end, $K(0.1)=0.99994$ and $K(0.5)=0.97561$. At $x=1$ the polynomial is $P=65$, so $K=65/81=0.80247$. The flat region therefore ends somewhat below the band's own kinetic energy.

**Q.** Could it wiggle, or turn negative, between the two limits?

**A.** No. For $x>0$, write

$$\frac1K-1=\frac{16x^4}{P}=\frac{16}{27x^{-4}+18x^{-3}+12x^{-2}+8x^{-1}} .$$

Every term of the last denominator falls as $x$ grows, so $1/K$ rises and $K$ falls. Both polynomials are positive, which gives $0<K\le1$.

The product $xK$, by contrast, is not monotonic. It starts from zero, rises to a maximum of 0.859 at $x=1.40$, and then descends to 1/2. Waves with kinetic energy near that of the band are therefore damped less than the tail $1/(2x)$ would suggest.

**Q.** You called the factor 2 a choice. If I chose another, would the construction collapse?

**A.** It would give another member of a family. Demand $1/K_a=(x-1)/a+O(x^{-3})$ with $a>0$, and let $s=1+a$. The function

$$K_a=\frac{S}{S+x^4/a},\qquad S=x^3+sx^2+s^2x+s^3,$$

satisfies it. To see this, multiply out $(x-s)S=x^4-s^4$. Then

$$\frac1{K_a}=1+\frac{x^4}{aS}=1+\frac{x-s}{a}+\frac{s^4}{aS}=\frac{x-1}{a}+\frac{s^4}{aS},$$

because $a-s=-1$. For $a=1/2$ one has $s=3/2$, and multiplying numerator and denominator by 8 returns the integers above. So flatness and the form of the tail do not fix the height of the tail. Nothing here shows that $a=1/2$ gives the fastest convergence.

**Q.** Back to the slogan. After applying $K$, are the high-energy errors equal?

**A.** No, and the slogan needs correcting. If the error at one wave is ten times that at another, it remains so until a step has been taken. Where the diagonal term dominates, what becomes nearly equal among the high waves is the ratio of preconditioned residual to error. I call this ratio the response. From the diagonal term,

$$R_G=K\,(T_G+V_0-\varepsilon)=\frac{T_b(x-1)+(V_0-V_b)}{2(x-1)+81/P} .$$

At large $x$ the term $81/P$ may be dropped, and dividing by $2(x-1)$ gives

$$R_G\simeq\frac{T_b}{2}\left[1+\frac{V_0-V_b}{T_b(x-1)}\right]\to\frac{T_b}{2}.$$

The response has the unit of energy because $H$ has, while $K$ is a pure number. Once it is the same for all high waves, one step length removes the same fraction of each of their errors.

**Q.** So the shift from $x$ to $x-1$ makes the response flatter than a plain $1/(2x)$ would?

**A.** It depends on the state. The shift cancels the band's own kinetic energy in $\varepsilon$. If $V_b=V_0$, nothing else remains and the cancellation is good down to the small term $81/P$. A localized state sits where the potential is deep, so $V_b<V_0$. With the plain tail, the response would be

$$\frac{T_b}{2T_G}(T_G+V_0-\varepsilon)=\frac{T_b}{2}\left[1+\frac{(V_0-V_b)-T_b}{T_bx}\right].$$

To leading order in $1/x$, compare the sizes of the two corrections. The plain tail is flatter when $|(V_0-V_b)-T_b|<|V_0-V_b|$, which for $V_0>V_b$ means $V_0-V_b>T_b/2$. When this holds, the negative term $-T_b$ would have cancelled part of the potential mismatch, and the shift removes that help. It holds for the lowest state at the zone centre whatever the depth of the potential, since the constant wave gives $\varepsilon\le V_0$ and hence $V_0-V_b\ge T_b$. Both responses still tend to $T_b/2$.

**Q.** You use the trial state's own $T_b$ in $x$. Doesn't that make the preconditioner change during the iteration?

**A.** It does, but near convergence the effect is of higher order. The change of $T_b$ is at least of first order in $\delta$, and $K$ multiplies a residual that is already of first order, so the product is of second order. Far from convergence this argument gives no guarantee. A trial state with much high-energy noise has too large a $T_b$, which widens the flat region until the noise is reduced. If $T_b$ is zero, as for a single plane wave with $\mathbf k+\mathbf G=0$, the variable $x$ is undefined and a positive floor must be supplied.

**Q.** And what does three vanishing derivatives buy that one would not?

**A.** In terms of wave vector, $x$ is proportional to $|\mathbf k+\mathbf G|^2$, so $K$ departs from one as the eighth power of $|\mathbf k+\mathbf G|$. Low waves therefore keep their residuals in nearly the original proportions. That is a statement about what is left untouched. It does not by itself prove that the iteration converges faster than with a less flat function having the same tail. That question calls for a spectrum.

## Second half: what it does to an eigensolver

**Q.** Before we go on, collect what you are carrying over.

**A.** The band state has energy $\varepsilon=T_b+V_b$, the sum of its kinetic and potential parts. A plane wave has kinetic energy $T_G$ and $x=T_G/T_b$. The cell average of the potential is $V_0$. The residual is $r=(H-\varepsilon)\psi$, which near convergence equals $(H-\varepsilon)\delta$ for an error $\delta$. With $P=27+18x+12x^2+8x^3$,

$$\frac1K=1+\frac{16x^4}{P}=2(x-1)+\frac{81}{P},\qquad 0<K\le1,$$

and the diagonal response at high energy is

$$R_G\simeq\frac{T_b}{2}\left[1+\frac{V_0-V_b}{T_b(x-1)}\right].$$

**Q.** Put numbers in it. I want a case with a real potential in it, not an empty box.

**A.** Take a cubic cell of edge 0.30 nm with one attractive Gaussian well, repeated periodically. The depth is 100 eV and the Gaussian width is 0.08 nm. The lowest state at the zone centre is computed by diagonalization in plane waves up to 800 eV. It has $\varepsilon=-55.8$ eV and $T_b=18.0$ eV, so $V_b=-55.8-18.0=-73.8$ eV. The cell average is $V_0=-29.9$ eV, and the next level lies 26.4 eV higher.

The limiting response is $T_b/2=9.0$ eV. The potential mismatch is $V_0-V_b=43.9$ eV, or $2.44\,T_b$. For a plane wave of 600 eV, $x=600/18.0=33.3$, and

$$R_G\simeq9.0\left(1+\frac{2.44}{32.3}\right)=9.7\ \text{eV}.$$

Without $K$, the same wave has the response $600-29.9+55.8=626$ eV.

**Q.** That is your diagonal formula evaluated once more. What happens when the whole Hamiltonian acts?

This part has derived $K$ and shown that, where the diagonal term dominates, it brings the ratio of preconditioned residual to error close to $T_b/2$ for high plane waves, without making the errors themselves equal. What remains is to apply the full Hamiltonian, coupling included, and to see from the spectrum what $K$ does to the convergence of an eigensolver.
